**Lowest-order Fröhlich polaron: on-shell energy and mass**

For one electron in an empty parabolic band at zero temperature, the on-shell self-energy is $-\alpha\hbar\omega\arcsin(k/k_0)/(k/k_0)$ for $k<k_0$. Here $\alpha$ is the coupling constant, $\omega$ the phonon frequency, $m$ the band mass and $k_0=\sqrt{2m\omega/\hbar}$. To first order in $\alpha$, this shifts the band bottom by $-\alpha\hbar\omega$ and gives the mass $m/(1-\alpha/6)$.

The program asserts the frequency and momentum integrals of the diagram by quadrature, and the slopes of the self-energy by finite differences. It diagonalizes a one-phonon Hamiltonian to test the first-order energy, the phonon cloud and the solution of the Dyson equation. A few-mode model confirms that multiphonon states enter at order $\alpha^2$: their contribution falls by a factor 15.99 when the coupling amplitude is halved. For the model parameters the output shows $\alpha=0.505$, a shift of $-15.15$ meV and $m^*=0.109\,m_e$. The Dyson equation with the same self-energy gives $-12.70$ meV, which differs from the on-shell value at order $\alpha^2$.

## Check in Python

```python
"""Lowest-order Froehlich polaron at T = 0, one electron in an empty band.

Result under test: the on-shell self-energy is
    Sigma(k, k^2) = -alpha * arcsin(k)/k,   k < 1,
so the band bottom shifts by -alpha and the mass becomes m/(1 - alpha/6),
both controlled to first order in alpha.
Units: hbar = omega_LO = 2m = 1 (energy hbar*omega_LO, length
l = sqrt(hbar/(2 m omega_LO)), wave number k0 = 1/l), unless SI is stated.
Symbols: k electron wave number, E energy argument, q phonon wave number,
u cosine of the angle between k and q, alpha coupling constant.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def momentum_grid(n_q, n_u):
    """Nodes q, u and weights for int_0^inf dq int_-1^1 du, with q = tan(t)."""
    x, wx = np.polynomial.legendre.leggauss(n_q)
    u, wu = np.polynomial.legendre.leggauss(n_u)
    t = np.pi * (x + 1) / 4
    q = np.tan(t)
    wq = wx * np.pi / 4 * (1 + q**2)
    qq, uu = np.meshgrid(q, u, indexing="ij")
    return qq.ravel(), uu.ravel(), np.outer(wq, wu).ravel()


FINE = momentum_grid(80, 40)
COARSE = momentum_grid(40, 12)


def sigma_numeric(k, E):
    """Self-energy divided by alpha, from the momentum integral."""
    q, u, w = FINE
    return -np.sum(w / (q**2 - 2 * k * q * u + k**2 + 1 - E)) / np.pi


def sigma_formula(k, E):
    """Closed form of the self-energy divided by alpha, for E < 1."""
    kappa = np.sqrt(1 - E)
    return -1 / kappa if k == 0 else -np.arctan(k / kappa) / k


def one_phonon_ground(k, alpha):
    """Lowest energy and phonon weight in the zero- plus one-phonon space."""
    q, u, w = COARSE
    H = np.diag(np.concatenate(([k**2], q**2 - 2 * k * q * u + k**2 + 1)))
    H[0, 1:] = H[1:, 0] = np.sqrt(alpha * w / np.pi)
    values, vectors = np.linalg.eigh(H)
    return values[0], 1 - vectors[0, 0]**2


def slope_in_k2(f, h):
    """Derivative of an even function f(k) with respect to k^2 at k = 0."""
    f0 = f(0.0)
    d1 = (f(h) - f0) / h**2
    d2 = (f(h / 2) - f0) / (h / 2)**2
    return (4 * d2 - d1) / 3


# Static pair attraction: displaced oscillator with two fixed charges
g_static, phase, n_osc = 0.4, 0.9, 40
S = 1 + np.exp(1j * phase)
lower = np.diag(np.sqrt(np.arange(1, n_osc)), 1)
H_osc = np.diag(np.arange(n_osc)).astype(complex)
H_osc += g_static * (S * lower + np.conj(S) * lower.T)
E_osc = np.linalg.eigvalsh(H_osc)[0]
assert abs(E_osc + g_static**2 * (2 + 2 * np.cos(phase))) < 1e-9

# Frequency integral of the diagram, with a finite damping eta
eta = 0.3
for detuning in (-0.4, 0.5):          # E minus the electron energy
    def loop(nu):
        D = 1 / (nu - 1 + 1j * eta) - 1 / (nu + 1 - 1j * eta)
        return 1j / (2 * np.pi) * D / (detuning - nu + 1j * eta)
    re = quad(lambda v: loop(v).real, -np.inf, np.inf, limit=400)[0]
    im = quad(lambda v: loop(v).imag, -np.inf, np.inf, limit=400)[0]
    assert abs(re + 1j * im - 1 / (detuning - 1 + 2j * eta)) < 1e-6

# Momentum integral: general energy argument, then on shell
for k, E in ((0.0, -0.5), (0.4, -0.3), (0.9, 0.2), (1.5, -1.0)):
    assert abs(sigma_numeric(k, E) - sigma_formula(k, E)) < 1e-8
for k in (0.2, 0.4, 0.6, 0.8):
    assert abs(sigma_numeric(k, k**2) + np.arcsin(k) / k) < 1e-8
assert abs(sigma_numeric(0.0, 0.0) + 1) < 1e-10

# Slopes at the band bottom
slope_shell = slope_in_k2(lambda k: sigma_numeric(k, k**2), 0.1)
slope_k2 = slope_in_k2(lambda k: sigma_numeric(k, 0.0), 0.1)
dE = 1e-3
slope_E = (sigma_numeric(0, dE) - sigma_numeric(0, -dE)) / (2 * dE)
assert abs(slope_shell + 1 / 6) < 1e-5
assert abs(slope_k2 - 1 / 3) < 1e-5
assert abs(slope_E + 1 / 2) < 1e-5
quartic = (sigma_numeric(0.1, 0.01) + 1 + 0.01 / 6) / 0.1**4
assert abs(quartic + 3 / 40) < 1e-3   # next series term is of order 0.01*0.045

# First order in alpha from diagonalization, extrapolated to alpha -> 0
a = 0.01
for k in (0.0, 0.3):
    s1 = (one_phonon_ground(k, a)[0] - k**2) / a
    s2 = (one_phonon_ground(k, a / 2)[0] - k**2) / (a / 2)
    target = -1.0 if k == 0 else -np.arcsin(k) / k
    assert abs(2 * s2 - s1 - target) < 3e-4
n1 = one_phonon_ground(0.0, a)[1] / a
n2 = one_phonon_ground(0.0, a / 2)[1] / (a / 2)
cloud_slope = 2 * n2 - n1
assert abs(cloud_slope - 0.5) < 3e-4


# Few-mode model: at which order do states with several phonons enter?
def few_mode_energy(g, n_max, k=0.2):
    modes = np.array([-1.3, -0.6, 0.6, 1.3])
    states = [s for s in product(range(n_max + 1), repeat=4)
              if sum(s) <= n_max]
    index = {s: i for i, s in enumerate(states)}
    H = np.zeros((len(states), len(states)))
    for s, i in index.items():
        H[i, i] = (k - np.dot(s, modes))**2 + sum(s)
        for m in range(4):
            up = s[:m] + (s[m] + 1,) + s[m + 1:]
            if up in index:
                H[i, index[up]] = H[index[up], i] = g * np.sqrt(s[m] + 1)
    second = -np.sum(1 / ((k - modes)**2 + 1 - k**2))
    return np.linalg.eigvalsh(H)[0] - k**2, second


g = 0.02
multi_1 = few_mode_energy(g, 1)[0] - few_mode_energy(g, 3)[0]
multi_2 = few_mode_energy(g / 2, 1)[0] - few_mode_energy(g / 2, 3)[0]
ratio_multi = multi_1 / multi_2
shift_few, second_few = few_mode_energy(g / 2, 3)
assert abs(ratio_multi - 16) < 0.2    # g^4, that is alpha^2
assert abs(shift_few / (g / 2)**2 - second_few) < 2e-3

# Worked example in SI units, round model parameters
mass_ratio, hw_meV, eps_inf, eps_s, a_nm = 0.1, 30.0, 5.0, 8.0, 0.6
m = mass_ratio * const.m_e
hw = hw_meV * 1e-3 * const.e
contrast = 1 / eps_inf - 1 / eps_s
length = const.hbar / np.sqrt(2 * m * hw)
alpha = const.e**2 * contrast / (8 * np.pi * const.epsilon_0 * length * hw)

# Shift in SI from the dielectric form of the coupling, q = tan(t)/length
C = hw * const.e**2 * contrast / (2 * const.epsilon_0)


def si_integrand(t):
    q = np.tan(t) / length
    jac = (1 + np.tan(t)**2) / length
    kinetic = const.hbar**2 * q**2 / (2 * m)
    return -C * jac / (2 * np.pi**2 * (kinetic + hw)) / hw


t_cut = np.arctan(np.pi / (a_nm * 1e-9) * length)
shift_si = quad(si_integrand, 0, np.pi / 2)[0]
kept = quad(si_integrand, 0, t_cut)[0] / shift_si
assert abs(shift_si + alpha) < 1e-7
q_cut = np.pi * length / (a_nm * 1e-9)
assert abs(kept - 2 / np.pi * np.arctan(q_cut)) < 1e-7


# Dyson equation solved with the same self-energy, for comparison
def dyson_energy(k, al):
    return brentq(lambda E: E - k**2 - al * sigma_formula(k, E),
                  -3, 0.95, xtol=1e-13)


E_dyson = dyson_energy(0.0, alpha)
for k in (0.0, 0.3):
    assert abs(dyson_energy(k, alpha) - one_phonon_ground(k, alpha)[0]) < 1e-6
kappa3 = (1 - E_dyson)**1.5
mass_dyson = (1 + alpha / (2 * kappa3)) / (1 + alpha / (3 * kappa3))
inverse_mass = slope_in_k2(lambda k: one_phonon_ground(k, alpha)[0], 0.2)
assert abs(1 / inverse_mass - mass_dyson) < 1e-4
b = 1e-3
second_order_dyson = (dyson_energy(0.0, b) + b) / b**2
assert abs(second_order_dyson - 0.5) < 2e-3

mass_shell = 1 / (1 - alpha / 6)
mass_linear = 1 + alpha / 6

print("INPUTS (model parameters)")
print(f"band mass m = {mass_ratio:.2f} m_e")
print(f"phonon energy = {hw_meV:.1f} meV")
print(f"eps_inf = {eps_inf:.1f}, eps_s = {eps_s:.1f} (no unit)")
print(f"lattice constant = {a_nm:.2f} nm")
print("DERIVED SCALES")
print(f"1/eps_inf - 1/eps_s = {contrast:.4f} (no unit)")
print(f"polaron length l = {length * 1e9:.3f} nm")
print(f"k0 = 1/l = {1e-9 / length:.4f} 1/nm")
print(f"alpha = {alpha:.4f} (no unit)")
print("SLOPES OF Sigma/alpha AT k = 0, E = 0 (quadrature)")
print(f"with k^2 at fixed E: {slope_k2:.5f}")
print(f"with E at fixed k: {slope_E:.5f}")
print(f"on shell, with k^2: {slope_shell:.5f}")
print("MAIN RESULTS")
print(f"shift = {-alpha:.4f} hbar*omega")
print(f"shift = {-alpha * hw_meV:.2f} meV")
print(f"shift by SI quadrature = {shift_si:.4f} hbar*omega")
print(f"alpha/6 = {alpha / 6:.4f} (no unit)")
print(f"m*/m = 1/(1-alpha/6) = {mass_shell:.4f}")
print(f"m*/m = 1+alpha/6 = {mass_linear:.4f}")
print(f"difference of the two = {mass_shell - mass_linear:.4f}")
print(f"m* = m/(1-alpha/6) = {mass_ratio * mass_shell:.4f} m_e")
print(f"phonons in cloud, alpha/2 = {alpha / 2:.4f}")
print(f"cloud/alpha by diagonalization = {cloud_slope:.4f}")
print(f"cutoff pi/a times l = {q_cut:.2f} (no unit)")
print(f"part of shift kept below cutoff = {kept:.4f}")
print("ON-SHELL ENERGY, unit hbar*omega")
print("k/k0   Sigma     E(k)      parabola")
for k in (0.0, 0.2, 0.4, 0.6, 0.8):
    sig = alpha * sigma_numeric(k, k**2)
    par = -alpha + k**2 * (1 - alpha / 6)
    print(f"{k:.1f}  {sig:9.5f} {k**2 + sig:9.5f} {par:9.5f}")
print("DYSON EQUATION WITH THE SAME Sigma")
print(f"energy at k=0 = {E_dyson:.4f} hbar*omega")
print(f"energy at k=0 = {E_dyson * hw_meV:.2f} meV")
print(f"m*/m = {mass_dyson:.4f}")
print(f"alpha^2 coefficient of energy = {second_order_dyson:.3f}")
print("FEW-MODE MODEL")
print(f"multiphonon part, ratio for g and g/2 = {ratio_multi:.2f}")
print("tests ok")
```

Printed output:

```
INPUTS (model parameters)
band mass m = 0.10 m_e
phonon energy = 30.0 meV
eps_inf = 5.0, eps_s = 8.0 (no unit)
lattice constant = 0.60 nm
DERIVED SCALES
1/eps_inf - 1/eps_s = 0.0750 (no unit)
polaron length l = 3.564 nm
k0 = 1/l = 0.2806 1/nm
alpha = 0.5051 (no unit)
SLOPES OF Sigma/alpha AT k = 0, E = 0 (quadrature)
with k^2 at fixed E: 0.33333
with E at fixed k: -0.50000
on shell, with k^2: -0.16667
MAIN RESULTS
shift = -0.5051 hbar*omega
shift = -15.15 meV
shift by SI quadrature = -0.5051 hbar*omega
alpha/6 = 0.0842 (no unit)
m*/m = 1/(1-alpha/6) = 1.0919
m*/m = 1+alpha/6 = 1.0842
difference of the two = 0.0077
m* = m/(1-alpha/6) = 0.1092 m_e
phonons in cloud, alpha/2 = 0.2525
cloud/alpha by diagonalization = 0.4999
cutoff pi/a times l = 18.66 (no unit)
part of shift kept below cutoff = 0.9659
ON-SHELL ENERGY, unit hbar*omega
k/k0   Sigma     E(k)      parabola
0.0   -0.50508  -0.50508  -0.50508
0.2   -0.50851  -0.46851  -0.46845
0.4   -0.51962  -0.35962  -0.35855
0.6   -0.54170  -0.18170  -0.17539
0.8   -0.58545   0.05455   0.08104
DYSON EQUATION WITH THE SAME Sigma
energy at k=0 = -0.4234 hbar*omega
energy at k=0 = -12.70 meV
m*/m = 1.0451
alpha^2 coefficient of energy = 0.499
FEW-MODE MODEL
multiphonon part, ratio for g and g/2 = 15.99
tests ok
```
